# Phonon Coupling and the Integrated Transmission of a Wide-Band Resonant Level

An electron tunnels from a lead onto a small conductor, stays there briefly and leaves into a second lead. While it is there, its charge pushes on the atoms and sets them vibrating. It may leave with less energy than it brought, or with more if vibrations were already present. The coupling spreads the transmission resonance, into separate phonon sidebands if the level is narrow compared with the phonon energy, and lowers its main peak. Does it also reduce the total amount transmitted when electrons of all incident energies are counted? For one electron, and tunnelling widths that depend neither on energy nor on the vibrations, it does not.

## The model

Two leads, $\alpha=L,R$, are empty except for the one electron. Their states $|\alpha\varepsilon\rangle$ are normalized in energy, $\langle\alpha\varepsilon|\alpha'\varepsilon'\rangle=\delta_{\alpha\alpha'}\delta(\varepsilon-\varepsilon')$, and couple to a level $|d\rangle$ with a real constant amplitude $V_\alpha$. We set $\hbar=1$ in the derivations and restore it in numerical values and currents. In $hv/2L$, $hv_F/2L$, $e/h$ and $d\varepsilon/h$ below, $h$ is Planck's constant; everywhere else it is the phonon Hamiltonian. The phonon Hamiltonian is $h$ when the level is empty, with $h|f\rangle=E_f|f\rangle$, and

$$H_d=\varepsilon_0+h+W \tag{1}$$

is the Hamiltonian of level and phonons when the level is occupied. The coupling strength sits in $W$. We need $H_d$ to be self-adjoint, but it need not be harmonic. A single oscillator with linear coupling qualifies.

The electron arrives from the left with energy $\varepsilon$ and finds the phonons in an eigenstate $|i\rangle$ of $h$, so the total energy is $E=\varepsilon+E_i$. Write the scattering state as

$$|\Psi\rangle=|d\rangle|\chi\rangle+\sum_\alpha\int d\varepsilon'\,|\alpha\varepsilon'\rangle|\phi_\alpha(\varepsilon')\rangle ,$$

where $\chi$ and $\phi_\alpha$ are phonon vectors. Projecting the Schrödinger equation on the level and on the leads gives

$$(E-H_d)\chi=\sum_\alpha V_\alpha\int d\varepsilon'\,\phi_\alpha(\varepsilon'),\qquad (E-\varepsilon'-h)\phi_\alpha(\varepsilon')=V_\alpha\chi. \tag{2}$$

The second equation, with an incident wave on the left and outgoing waves elsewhere, has the solution

$$\phi_\alpha(\varepsilon')=\delta_{\alpha L}\,\delta(\varepsilon'-\varepsilon)|i\rangle+\frac{V_\alpha}{E-\varepsilon'-h+i0}\,\chi. \tag{3}$$

Insert this in the first equation. For a phonon state $|f\rangle$ put $x=E-E_f$. If the band runs from $-D$ to $D$, the integral needed is

$$\int_{-D}^{D}\frac{d\varepsilon'}{x-\varepsilon'+i0}=\ln\left|\frac{D+x}{D-x}\right|-i\pi\;\longrightarrow\;-i\pi\qquad(D\to\infty). \tag{4}$$

The limit is the same for every $f$, so the leads add a pure number to the equation for $\chi$. With $\Gamma_\alpha=2\pi V_\alpha^2$ and $\Gamma=\Gamma_L+\Gamma_R$, that number is $-i\pi(V_L^2+V_R^2)=-i\Gamma/2$, and

$$\chi=V_L\,G(E)|i\rangle,\qquad G(E)=\left(E-H_d+\tfrac{i\Gamma}{2}\right)^{-1}. \tag{5}$$

This is where the wide band matters: the electron escapes at the same rate whatever the phonons are doing.

## Transmission summed over final phonon states

To read off probabilities, superpose the states (3) into a packet with amplitude $A(\varepsilon)$ and time factor $e^{-iEt}$. With $y=E-E_f-\varepsilon'$, the scattered part contains

$$\frac{e^{-iyt}}{y+i0}=-i\int_{-t}^{\infty}du\,e^{iyu},$$

which vanishes for $t\to-\infty$ and tends to $-2\pi i\,\delta(y)$ for $t\to\infty$. The amplitude to end in lead $\alpha$ with phonon state $f$ is therefore

$$S_{\alpha f}=\delta_{\alpha L}\delta_{fi}-2\pi iV_\alpha V_L\langle f|G|i\rangle=\delta_{\alpha L}\delta_{fi}-i\sqrt{\Gamma_\alpha\Gamma_L}\,\langle f|G|i\rangle, \tag{6}$$

at the outgoing energy $\varepsilon'=\varepsilon+E_i-E_f$. The total transmission is the sum of $|S_{Rf}|^2$ over all $f$, elastic and inelastic. All these channels are open because the band has no edge. Completeness of the states $|f\rangle$ gives

$$T(\varepsilon)=\Gamma_L\Gamma_R\sum_f|\langle f|G|i\rangle|^2=\Gamma_L\Gamma_R\langle i|G^\dagger G|i\rangle. \tag{7}$$

Probability is conserved. From (5), $G^{-1}-(G^\dagger)^{-1}=i\Gamma$. Multiplying by $G^\dagger$ on the left and $G$ on the right gives

$$G^\dagger-G=i\Gamma\,G^\dagger G. \tag{8}$$

The total reflection is

$$R=\sum_f|S_{Lf}|^2=1+i\Gamma_L\langle i|G^\dagger-G|i\rangle+\Gamma_L^2\langle i|G^\dagger G|i\rangle .$$

By (8) the middle term is $-\Gamma_L\Gamma\langle i|G^\dagger G|i\rangle$. Since $\Gamma_L^2-\Gamma_L\Gamma=-\Gamma_L\Gamma_R$, we find $R=1-T$.

## The integral over incident energy

Because $H_d$ is self-adjoint and $\Gamma$ is a number,

$$G^\dagger G=\left[(E-H_d)^2+\Gamma^2/4\right]^{-1}.$$

Let $d\mu_i(x)$ be the probability that a measurement of $H_d$ in the state $|i\rangle$ gives a value in $dx$. It is a sum over discrete levels, an integral over a continuum, or both. Its total is $\langle i|i\rangle=1$. Then

$$T(\varepsilon)=\Gamma_L\Gamma_R\int\frac{d\mu_i(x)}{(\varepsilon+E_i-x)^2+\Gamma^2/4}. \tag{9}$$

The transmission is a superposition of Lorentzians of one common width. Each has the area

$$\int_{-\infty}^{\infty}\frac{d\varepsilon}{(\varepsilon-c)^2+\Gamma^2/4}=\frac{2\pi}{\Gamma}$$

wherever its centre $c$ lies. The integrand in (9) is positive, so the order of integration may be exchanged, and

$$\boxed{\int_{-\infty}^{\infty}T(\varepsilon)\,d\varepsilon=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}} \tag{10}$$

The coupling moves the centres and redistributes the weights, but it cannot change the sum of the weights. The right side does not contain $|i\rangle$ either, so (10) also holds for a thermal mixture at any temperature.

The same result can be read in time. Since

$$G(E)|i\rangle=-i\int_0^\infty dt\,e^{iEt}\,e^{-\Gamma t/2}e^{-iH_dt}|i\rangle ,$$

Parseval's theorem gives, for any phonon operator $B$ for which the norm of $Be^{-iH_dt}|i\rangle$ stays bounded in time,

$$\int dE\,\langle i|G^\dagger BG|i\rangle=2\pi\int_0^\infty dt\,e^{-\Gamma t}\langle B\rangle_t , \tag{11}$$

where $\langle B\rangle_t$ is the mean of $B$ in $e^{-iH_dt}|i\rangle$. With $B=1$ the right side is $2\pi/\Gamma$. The phonon motion is unitary and preserves the norm, while the escape rate $\Gamma$ ignores that motion.

## One oscillator: what does change

Take $h=\omega a^\dagger a$ and $W=\lambda(a+a^\dagger)$, with $\lambda=\sqrt g\,\omega$. Setting $b=a+\sqrt g$ completes the square:

$$H_d=\varepsilon_0-g\omega+\omega\,b^\dagger b. \tag{12}$$

Start from the phonon ground state, $a|0\rangle=0$, so that $b|0\rangle=\sqrt g\,|0\rangle$. Let $|\tilde n\rangle=(b^\dagger)^n|\tilde0\rangle/\sqrt{n!}$ be the eigenstates of $b^\dagger b$. Then $\langle\tilde n|0\rangle=\langle\tilde0|b^n|0\rangle/\sqrt{n!}=g^{n/2}\langle\tilde0|0\rangle/\sqrt{n!}$. Normalization fixes $|\langle\tilde0|0\rangle|^2=e^{-g}$, and (9) becomes

$$T(\varepsilon)=\Gamma_L\Gamma_R\sum_{n=0}^\infty\frac{p_n}{(\varepsilon-\varepsilon_0+g\omega-n\omega)^2+\Gamma^2/4},\qquad p_n=e^{-g}\frac{g^n}{n!}. \tag{13}$$

The Poisson weights have mean $g$ and variance $g$. The line centres therefore have mean $\varepsilon_0$ and variance $g\omega^2$: the resonance spreads about its old position.

The elastic part alone is not conserved. Its area is $\Gamma_L\Gamma_R\int dE\,|\langle0|G|0\rangle|^2$, which is (11) with $B=|0\rangle\langle0|$. The survival amplitude $\langle0|e^{-iH_dt}|0\rangle$ equals $\sum_np_ne^{-in\omega t}$ up to a phase. Its squared modulus is $\sum_{nm}p_np_m\cos[(n-m)\omega t]$. Integrating with $e^{-\Gamma t}$ and dividing by the total gives the elastic share of the area,

$$F=\sum_{n,m}p_np_m\frac{\Gamma^2}{\Gamma^2+(n-m)^2\omega^2}. \tag{14}$$

At fixed $g$, $F\to1$ for $\Gamma\gg\omega$, because the electron leaves before the oscillator has moved. For $\Gamma\ll\omega$ the terms $n=m$ remain, and $F\to\sum_np_n^2$. For weak coupling, keep $p_0\simeq1-g$ and $p_1\simeq g$:

$$F\simeq1-2g+\frac{2g\Gamma^2}{\Gamma^2+\omega^2}=1-\frac{2g\,\omega^2}{\omega^2+\Gamma^2}.$$

By (10), the area lost here reappears in the inelastic channels.

## A suspended carbon nanotube

Consider a quantum dot in a metallic nanotube, of length 100 nm and radius 0.7 nm, with its lowest stretching mode. Half a wavelength fits into the tube, so a rough sound speed of $2.1\times10^4$ m/s gives the phonon energy $\hbar\omega=hv/2L=0.434$ meV. We choose $\Gamma_L=0.06$ meV, $\Gamma_R=0.04$ meV and, as main case, $g=1$. The value of $g$ is assumed, not computed. With both ends clamped, this mode is odd under reflection about the middle of the tube, so it couples linearly to the electron only if the charge or its surroundings are not symmetric about the middle. Equation (10) gives

$$\int T\,d\varepsilon=\frac{2\pi(0.06)(0.04)}{0.10}\ \text{meV}=0.1508\ \text{meV}.$$

With the widths held fixed, (13) and (14) give for a start in the phonon ground state:

| $g$ | elastic share | highest $T$ |
|---|---|---|
| 0 | 1.000 | 0.960 |
| 0.5 | 0.488 | 0.586 |
| 1 | 0.333 | 0.360 |
| 2 | 0.229 | 0.266 |

The area is 0.1508 meV in every row. At $g=1$ two thirds of it is inelastic. The peak can be followed by hand. An isolated line has height $4\Gamma_L\Gamma_Rp_n/\Gamma^2$, which is $0.96\,e^{-1}=0.353$ for $n=0$ and $n=1$. At the $n=1$ line, the tails of its neighbours add 0.007. At 4 K the mode holds 0.40 phonons on average, and the area is unchanged.

The area sets a current. Suppose the source states are filled with a small probability $f$, the same at all energies, and the drain is empty. Electrons arrive at the rate $f\,d\varepsilon/h$ for each spin and valley state, so the current through one such state is given by

$$\frac{I}{f}=\frac eh\int T\,d\varepsilon=\frac{e\,\Gamma_L\Gamma_R}{\hbar\,\Gamma}=5.84\ \text{nA}. \tag{15}$$

## When the conditions are relaxed

**A finite energy window.** With a rough Fermi speed of $8\times10^5$ m/s, the next orbital lies $hv_F/2L=16.5$ meV away. The single-level picture then covers at most about $w=8.27$ meV on each side. A Lorentzian leaves the fraction $\Gamma/(\pi w)=0.385\%$ of its area outside. Numerical integration of (13) gives 0.386% at $g=1$. The coupling hardly matters because the spread $\sqrt g\,\hbar\omega$ is small compared with $w$. This spacing requires the linear bands of a metallic tube. In a semiconducting tube of similar size, the lowest two levels are only about 1.4 to 1.9 meV apart, depending on chirality. That leaves a window of 0.7 to 1 meV on each side, about twice the spread $\sqrt g\,\hbar\omega$ at $g=1$. A window of 0.8 meV misses 11% of the area of (13), so the single-level picture is much less accurate there.

**Widths that vary.** Let each width become a phonon operator, $\hat\Gamma_\alpha=\Gamma_\alpha(1+B_\alpha)$ with $B_\alpha$ small, and define

$$P_\alpha=\int dE\,\langle i|G^\dagger\hat\Gamma_\alpha G|i\rangle .$$

The argument that led to (8) now gives $G^\dagger-G=iG^\dagger(\hat\Gamma_L+\hat\Gamma_R)G$, and hence $P_L+P_R=i\int dE\,\langle i|G-G^\dagger|i\rangle$. $G$ is analytic in the upper half-plane and falls off as $1/E$. Closing the contour there gives $\int G\,dE=-i\pi$, so $P_L+P_R=2\pi$ if the electron has no bound state.

Let $\beta_\alpha=\Gamma\int_0^\infty dt\,e^{-\Gamma t}\langle B_\alpha\rangle_t$ be the mean of $B_\alpha$ at the moment of escape. By (11), to first order $P_\alpha=\Gamma_\alpha(N+2\pi\beta_\alpha/\Gamma)$ with a common number $N=\int dE\,\langle i|G^\dagger G|i\rangle$. Eliminating $N$ through the sum $2\pi$,

$$P_R=\frac{2\pi\Gamma_R}{\Gamma}\left[1+\frac{\Gamma_L}{\Gamma}(\beta_R-\beta_L)\right]. \tag{16}$$

The second term in the bracket is the relative change of the area, provided that the entry step is unaffected. To this order, and with the entry step unaffected, the coupling changes the area only if it makes the two exits unequal in a new way.

*Energy dependence.* Let $\Gamma_L$ be flat, and let $\Gamma_R$ have the relative slope $s$ at the level. Then $B_R=s(\varepsilon'-\varepsilon_0)$, with outgoing energy operator $\varepsilon'=E-h$. Write $E-h-\varepsilon_0=(E-H_d)+W$. The first term is odd about each line centre, so its integral between symmetric limits tends to zero as the limits go to infinity. For the second, $b$ evolves as $\sqrt g\,e^{-i\omega t}$, so $\langle a+a^\dagger\rangle_t=-2\sqrt g\,(1-\cos\omega t)$. Averaging with $\Gamma e^{-\Gamma t}$ gives

$$\overline{a+a^\dagger}=-2\sqrt g\,\frac{\omega^2}{\omega^2+\Gamma^2},\qquad \overline{\varepsilon'-\varepsilon_0}=-2g\omega\,\frac{\omega^2}{\omega^2+\Gamma^2}. \tag{17}$$

For the example the mean outgoing energy is 0.82 meV below the level.

Model the leads as tight-binding chains of half-bandwidth $D=50$ meV, an assumed value. Centre the left band on the level and the right band $D/2$ above it. The right width varies as $\sqrt{1-(\varepsilon'-\varepsilon_0-D/2)^2/D^2}$, so $s=2/(3D)=0.0133$ per meV. Equation (16) predicts the change $-0.6\times0.01333\times0.825=-0.66\%$. Matching waves numerically between the chains and the level, and integrating over 15 meV on each side, gives $-0.68\%$ relative to $g=0$ with the same leads. Doubling $D$ gives $-0.34\%$.

*Vibrating barriers.* Suppose the tunnelling amplitudes are multiplied by $1+\eta(a+a^\dagger)$ on the left and $1-\eta(a+a^\dagger)$ on the right. Then $B_L=-B_R=2\eta(a+a^\dagger)$ to first order. The entry vector becomes $|0\rangle+\eta|1\rangle$, whose norm has no first-order change. From (16) and (17), the area changes by

$$\frac{8\eta\sqrt g\,\Gamma_L}{\Gamma}\,\frac{\omega^2}{\omega^2+\Gamma^2}. \tag{18}$$

The sign is positive because the occupied level pulls the oscillator towards the right lead. It reverses if the force does.

The tube has about 16,800 atoms. A sinusoidal mode moves with half their mass, $M=1.67\times10^{-22}$ kg, and its zero-point amplitude is $\sqrt{\hbar/2M\omega}=0.69$ pm, with $\omega$ here a frequency. For a 4 eV barrier the tunnelling amplitude decays at $\sqrt{2m_e(4\ \text{eV})}/\hbar=10.2$ nm$^{-1}$, so $\eta=0.0071$. Equation (18) gives 3.2%. A numerical solution of the time-domain problem that keeps the full modulation gives 3.25% relative to $g=0$ at the same $\eta$. This estimate is on the high side, since it lets the barriers feel the full motion of the middle of the tube while clamped ends move less.

**Many electrons.** A nanotube level has $N_d=4$ states from spin and valley, taken here to be equally accessible from the source. Assume that repulsion allows one electron at a time, that the drain is empty and that rate equations apply. Let $P$ be the probability that the level is occupied. Balancing entry and exit,

$$N_df\,\Gamma_L(1-P)=[\Gamma_R+(1-f)\Gamma_L]P\;\Rightarrow\;P=\frac{N_df\,\Gamma_L}{\Gamma+(N_d-1)f\,\Gamma_L}.$$

The current $e\Gamma_RP/\hbar$, divided by the one-electron value $N_dfe\Gamma_L\Gamma_R/\hbar\Gamma$, is

$$\frac{1}{1+(N_d-1)f\,\Gamma_L/\Gamma}. \tag{19}$$

This is 0.98 for $f=0.01$ and $1/2.8=0.36$ for a full source.

**The real device.** Coupling of order one and widths near 0.1 meV are rough values for suspended nanotube dots. A 4 eV barrier is high if the electron tunnels through a section of the tube with a band gap, and a lower one would reduce $\eta$. Of the assumptions examined here, the one that an ordinary biased device breaks most strongly is the empty source. Its source is filled at the level energy. If the filling extends several phonon energies above the level and the drain is empty, (19) gives a current of about 0.36 of the one-electron value, provided that the mode stays cool. If the current heats the mode, some sidebands close and the current is slightly lower. The other effects estimated here change the area by a few per cent or less. At lower bias some sidebands are closed, and the current also depends on the coupling. Equation (15) needs a source that is evenly filled across the whole resonance, sidebands included. With four states and the widths chosen here, the source must also be dilute. By (19), a full source does little harm if $N_d=1$ or $(N_d-1)\Gamma_L\ll\Gamma$. A dilute thermal tail is not even at 4 K: it falls by a factor $e$ within 0.34 meV, less than the phonon energy, so the sidebands do not count equally. For narrow lines and a mode in its ground state, the current at $g=1$ is about half of (15) with $f$ read at $\varepsilon_0-g\omega$. For narrow lines and a mode in equilibrium with a Boltzmann tail, the Boltzmann factors of electron and phonons combine, and (15) is recovered with that $f$. At $\Gamma=0.1$ meV the lines are not narrow in this sense, because their Lorentzian tails reach the filled states below. Even at $g=0$, with $f=0.01$ at the line, $\int T f\,d\varepsilon$ is 2.2 times $f$ times the area.
